# Proof of the surface-charge theorem for insulators with independent electrons, part 2

We prove that an insulating surface (cell area $A$, outward normal $\hat n$) has charge density $\sigma=\mathbf P\cdot\hat n+Ne/A$, $N$ an integer, starting with open chains. Hartree atomic units, $e=1$, electron charge $-1$; independent electrons, counted per spin-orbital.

**Chain.** Rice–Mele, period $a$: A at $ma$ (energy $+\Delta$, no ion), B at $ma+a/2$ ($-\Delta$, ion $+1$); hopping $-t_1$ within a cell, $-t_2$ from B$_m$ to A$_{m+1}$; one electron per cell, $n_A$ of it on A. Bands $\pm\varepsilon$, $\varepsilon^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos\kappa$, $\kappa=ka$. Example: $t_1=0.06$, $t_2=0.10$, $\Delta=0.03$ Ha (`D` in the output), $a=5$ bohr; $P=\tfrac12-\bar x/a=-0.139877$. The output's elliptic $P$ uses $\Pi(n|m)=\int_0^{\pi/2}\frac{d\phi}{(1-n\sin^2\phi)\sqrt{1-m\sin^2\phi}}$.

**End charge.** $Q_L=\sum_if(x_i)q_i$, with site charges $q_i$ at $x_i$ and $f$ falling from 1 to 0, linearly on $[x_0,x_0+a]$ or as a Gaussian ramp, $-f'\propto e^{-y^2/w^2}$. It is the period average of the charge left of a sharp cut. For $x+m_1a\le x_0+a$,

$$\sum_{m\ge m_1}f(x+ma)=\frac{x_0+a-m_1a-x}{a}.\tag{1}$$

**Wannier centre**, for Bloch vector $c$ and site offsets $\tau_s$:

$$\bar x=\int\frac{d\kappa}{2\pi}\Big[a\,i\,c^\dagger\partial_\kappa c+\sum_s\tau_s|c_s|^2\Big]=\frac{a}{2\pi}\oint i\,u^\dagger\partial_\kappa u\,d\kappa,\qquad u_s=e^{-i\kappa\tau_s/a}c_s.\tag{2}$$

For several bands $\bar X$ is (2) with a trace. With ion charges $Z_s$ at $\tau_s$, the cell dipole is $d=\sum_sZ_s\tau_s-\bar X$, fixed modulo $a$; $P=d/a$.

**Established** for finite-range hopping, integer ions, neutral bulk cells, $H$ equal to the bulk $H_\infty$ away from the ends, and $\mu$ in a gap of both: $G=(z-H)^{-1}$ (bulk $G_\infty$) and the occupied projector $\Pi=\oint\frac{dz}{2\pi i}G$ decay at least as $e^{-\eta|x_i-x_j|}$. $W$ holds the Wannier functions $w_m$, $m_1\le m\le m_2$, at depth at least $\ell$; $\tilde W$ is its orthonormal occupied version. $\Pi_s=\Pi-\tilde W\tilde W^\dagger$ is a projector, with $\tilde W\tilde W^\dagger-WW^\dagger=O(\delta)$ in trace norm, $\delta=e^{-\eta\ell}$. On the sites $\mathcal M$ between cells $m_1,m_2$, farther than $\ell$ from both, $\mathrm{Tr}_{\mathcal M}\Pi_s=O(\delta)$. The block $\Pi_L$ of $\Pi_s$ left of a cut in $\mathcal M$ has $\mathrm{Tr}\,\Pi_L=N_s+O(\delta)$, $N_s$ an integer.

**Assembly.** Put the ramp inside $\mathcal M$. The electron count is $\mathrm{Tr}f\Pi=\mathrm{Tr}f\Pi_s+\mathrm{Tr}fWW^\dagger+O(\delta)$. The first term differs from $\mathrm{Tr}\,\Pi_L$ only within $\mathcal M$ and is $N_s+O(\delta)$. The Wannier densities with the ions of cells $m\ge m_1$ form repeated neutral units. Extending the sum beyond $m_2$ and using (1) on the tails costs $O(\delta)$, so they give $-d/a$. The ions left of cell $m_1$ have $f=1$ and integer total $Z_s$. In the limit of a long chain with $\ell\to\infty$,

$$Q_L=-P+Z_s-N_s.\tag{5}$$

The total charge of the chain is an integer, so $Q_R=\sum_i(1-f)q_i=+P+\text{integer}$, which is $\mathbf P\cdot\hat n$ for $\hat n=+\hat x$.

**Test on 160 cells**, A$_0$ to B$_{159}$, $m_1=40$, $m_2=119$, $\mu=0$. Diagonalisation gives $N_s=40.00000000$ with $Z_s=40$, and $Q_L=0.139877+40-40=0.139877$, $Q_R=-0.139877$. The check asserts that $\Pi_L$ is idempotent, that the left block of $\Pi$ itself has a non-integer trace, and that shifted ramps and a Gaussian ramp with $w=3a$ agree. Sharp cuts give $-0.033701$ after A and $0.313456$ after B. Their difference is the charge of a B site, $n_A=0.347157$, and their mean is $0.13988=Q_L$, as section 1 requires. On a 60-cell chain, 40 trials with random changes of all matrix elements among the first six sites give $Q_L+P\in\{-1,0,1\}$ to $1.2\times10^{-14}$.

The centre is also visible in the spectrum of $\Pi x\Pi$. On a bulk band state $\varphi(\kappa)c(\kappa)$ it acts as $a(i\partial_\kappa+\mathcal A)$ with $\mathcal A=iu^\dagger\partial_\kappa u$. The solution $\varphi=\exp[-i\int(\xi/a-\mathcal A)]$ for eigenvalue $\xi$ is periodic only for $\xi=\bar x+ma$. The open chain gives 3.199387 bohr modulo $a$ in its interior.

The rate $\eta$ is a bound. The actual rate at $\mu=0$ follows from the contour $z=iy$. The elements of $G_\infty$ decay as $e^{-q|m|}$, from the pole $\varepsilon^2(\pi+iq)=z^2$, which reads $\cosh q=(\Delta^2+y^2+t_1^2+t_2^2)/2t_1t_2$. The density change at cell $m$ carries $e^{-2qm}$, one factor for the way to the end and one for the way back. Near $y=0$, $q\approx q_0+y^2/(2t_1t_2\sinh q_0)$, and the Gaussian integral over $y$ gives $\delta n_m\sim m^{-1/2}e^{-2q_0m}$ at leading order in $1/m$, provided the prefactor is nonzero at $y=0$. Here $\cosh q_0=0.0145/0.012$ and $2q_0=1.2696$. The chain gives $\frac18\ln\!\big[3.914\times10^{-6}\sqrt8/(1.161\times10^{-10}\sqrt{16})\big]=1.2599$ per cell, 0.8% below $2q_0$. As the bulk gap closes $q_0\to0$ and no depth is large enough.

## 4. Shockley and Tamm levels move only the integer

At an A end try amplitudes $\alpha_m$ on A only. The A rows give $E=\Delta$ and the B rows give $t_1\alpha_m+t_2\alpha_{m+1}=0$, so $\alpha_m\propto(-t_1/t_2)^m$. This Shockley state is normalisable for $t_1<t_2$, with first-site weight $1-(t_1/t_2)^2=0.64$; at $t_1=0$ it is the isolated site of section 1. The mirror argument puts a level at $-\Delta$ on the right B end. Raising $\mu$ from 0 to 0.04 Ha fills the left level: $N_s=41$, $Q_L=0.139877-1=-0.860123$, $Q_R$ unchanged.

A potential $V$ on the end site changes its Green function to $G_{00}/(1-VG_{00})$ by the Dyson equation, so a level sits at $\mu=0$ for the single value $V_c=1/G_{00}(0)$. Removing the end site of a semi-infinite chain leaves the chain with the other termination, so $G_A=1/(z-\Delta-t_1^2G_B)$ and $G_B=1/(z+\Delta-t_2^2G_A)$. At $z=0$, inserting $G_B$ and multiplying by $\Delta-t_2^2G_A$ gives $-\Delta G_A(\Delta-t_2^2G_A)-t_1^2G_A=\Delta-t_2^2G_A$. Inserting $G_A$ and multiplying by $\Delta+t_1^2G_B$ gives $\Delta G_B(\Delta+t_1^2G_B)+t_2^2G_B=\Delta+t_1^2G_B$. Ordered,

$$\Delta t_2^2G_A^2+(t_2^2-\Delta^2-t_1^2)G_A-\Delta=0,\qquad\Delta t_1^2G_B^2+(t_2^2+\Delta^2-t_1^2)G_B-\Delta=0.$$

Each has one root of either sign. With $T$ the A–B hopping block, $H^2$ is block diagonal with blocks $\Delta^2+TT^\dagger$ and $\Delta^2+T^\dagger T$. Then $G(0)=-H(H^2)^{-1}$ has AA block $-\Delta(\Delta^2+TT^\dagger)^{-1}$ and BB block $+\Delta(\Delta^2+T^\dagger T)^{-1}$, so $G_A<0<G_B$ for $\Delta>0$.

For the A end, $0.0003G^2+0.0055G-0.03=0$ gives $G_A=-22.73$ Ha$^{-1}$ and $V_c=-0.0440$ Ha. Levels move with the sign of $V$, since $dE/dV=|\psi_0|^2$, so the Shockley level is pulled below $\mu$ and $Q_L$ goes from $0.139877$ to $-0.860123$. For the B end, which starts on a strong bond and has no Shockley state, $0.000108G^2+0.0073G-0.03=0$ gives $G_B=3.886$ Ha$^{-1}$ and $V_c=+0.257$ Ha. A Tamm level is pushed out of the valence band and empties, and $Q_L$ goes from $0.139877$ to $1.139877$. The check asserts these plateaus at $V=0,\ 0.98V_c,\ 1.02V_c,\ 2V_c$.

Integer ions are needed for $Z_s$. With a background of $\frac12$ on every site, $P=\frac14-\bar x/a=-0.389877$. The A end is built of whole cells and gives $Q_L+P=0$. The B end has one extra site, $Z_s$ is a half-integer, and $Q_L+P=-\frac12$.

## 5. From chain to crystal surface

Let the surface be periodic under $\mathbf a_1,\mathbf a_2$ with cell area $A$, possibly a reconstructed supercell, and describe the bulk in the cell $\mathbf a_1,\mathbf a_2,\mathbf a_3$ of height $c=|\mathbf a_3\cdot\hat n|$ and volume $\Omega=Ac$. The ramp acts on the coordinate $x$ along $-\hat n$ and spans $c$. In-plane Bloch sums split $H$ into chains $H(\mathbf k_\parallel)$ of period $c$. Assume $\mu$ is in a gap of bulk and surface for every $\mathbf k_\parallel$. The charge per surface cell is $\sigma A=\langle Q(\mathbf k_\parallel)\rangle$, the average over the surface zone, each chain carrying the ions of one column. By (5),

$$Q(\mathbf k_\parallel)+d(\mathbf k_\parallel)/c=N(\mathbf k_\parallel)\in\mathbb Z.$$

$Q$ is continuous, because the contour integral for $\Pi$ is, and periodic, because a shift by a reciprocal vector only rephases the basis orbitals. The Berry phase in $d$ is continuous modulo $2\pi$, so $d$ can be followed continuously along any path. $N$ is then a continuous integer, hence constant. Around a closed loop of the zone $Q$ returns, so $d$ returns and is single-valued.

The Berry-phase polarisation is $\mathbf P=\Omega^{-1}\sum_sZ_s\boldsymbol\tau_s-\int\frac{d^3k}{(2\pi)^3}\mathrm{Tr}\,i\,u^\dagger\nabla_{\mathbf k}u$. The reciprocal vector normal to $\mathbf a_1,\mathbf a_2$ has length $2\pi/c$, so the zone is the surface zone of area $(2\pi)^2/A$ times that segment. By (2) the $x$ component of the integral is $\frac{1}{(2\pi)^3}\frac{(2\pi)^2}{A}\frac{2\pi}{c}\langle\bar X\rangle=\langle\bar X\rangle/\Omega$, so $P_x=\langle d\rangle/Ac$. Averaging gives $\sigma A=-P_xA+N$, that is

$$\sigma=\mathbf P\cdot\hat n+Ne/A .$$

Moving a Wannier function by a lattice vector of this cell changes $\mathbf P\cdot\hat n$ by a multiple of $ec/\Omega=e/A$, which $N$ absorbs. On an isolated slab $\sigma\ne0$ would itself create an internal field, $4\pi\sigma$ before dielectric screening, so the zero-field assumption then presumes compensating electrodes. Long-ranged relaxation and interactions beyond mean field are outside this proof.

The limit of uncoupled chains returns section 3. For $A=36$ bohr², $\sigma=0.139877/36=0.003885\ e/\text{bohr}^2=0.222$ C/m² with the Shockley level empty and $-1.367$ C/m² with it filled, one quantum $e/A=1.589$ C/m² apart. Neither is zero, so this cell has no neutral insulating face.

**Coupled chains.** Stack chains in two dimensions with hopping $-t_y$ between A sites and $+t_y$ between B sites, so $\Delta(k)=\Delta_0-2t_y\cos k$, with $\Delta_0=t_y=0.01$ Ha; the far end stops on a strong bond and has no edge state. Bulk levels have $|E|\ge|t_1-t_2|=0.04$ Ha, and the Shockley band $E=\Delta(k)$ spans $-0.01$ to $0.03$ Ha. $P(k)$ runs from $-0.292$ to $-0.140$ with mean $-0.212196$. Below the band ($\mu=-0.025$ Ha) $Q=0.212196$ per edge cell and $N=0$; above it ($\mu=0.035$ Ha) $Q=-0.787804$ and $N=-1$.

**Metallic edge.** At $\mu=0.005$ Ha, $N(k)$ is still an integer at each sampled $k$ but jumps where $\Delta(k)=\mu$. The filled fraction is $\arccos(0.25)/\pi=0.4196$. The 120-point grid gives $Q+P=-0.416667=-50/120$, within one grid step of $-0.4196$. The charge follows $\mu$ and is not quantised.

**Reconstruction.** A potential $\pm V$ alternating along the outermost A sites couples $k$ to $k+\pi$. The edge-state profile does not depend on $\Delta$, so to first order in $V$ the coupling is $0.64V$ and the levels are $\Delta_0\pm\sqrt{4t_y^2\cos^2k+(0.64V)^2}$, gapped at $\mu=\Delta_0$. For $V=0.02$ Ha the minimum distance from $\mu$ at this order is $0.64\times0.02=0.0128$ Ha, at $k=\pi/2$. The 16-point grid of the check misses that point; at its nearest points $|\cos k|=0.098$ and the formula gives $\sqrt{0.00196^2+0.0128^2}=0.0129$ Ha, while the nearest computed level on the grid is 0.0125 Ha away. Higher orders in $V$ make the two levels asymmetric about $\mu$: at $k=\pi/2$ the full model puts them 0.0129 Ha below and 0.0123 Ha above it. One of the two folded bands is filled, and $Q=0.212196-\frac12=-0.287804$ per primitive cell. The area in the theorem is that of the actual surface cell.

**Winding centres.** The winding of $\bar X/c$ around a loop of the surface zone is, by Stokes' theorem and up to a sign convention, the Chern number of the zone section spanned by that loop and $\hat n$. If it is nonzero, $d$ cannot return while $Q$ does, so $N$ must jump and the surface cannot be insulating at any $\mu$ in the bulk gap. A Chern number of the section parallel to the surface never entered the proof. Take $\Delta=0.03\cos k$ and $t_{1,2}=0.08\pm0.02\sin k$ Ha, with band edges at least 0.03 Ha from zero and $\mu=0.01$ Ha. The left Shockley level exists for $\sin k<0$ at energy $0.03\cos k$ and rises through $\mu$ at $k=2\pi-\arccos\frac13=5.052$ rad, where it empties. The numerical check finds that $P$ winds by $+1$ and that $N$ jumps once, by $+1$, between $k=4.974$ and $5.079$ rad.

## Calculated quantities

```
t1 = 0.06 Ha, t2 = 0.1 Ha, D = 0.03 Ha, a = 5.0 bohr
band edges = +-0.0500 Ha, gap = 0.1000 Ha = 2.721 eV
elliptic n = 0.937500, m = 0.905660, Pi(n|m) = 15.018210
P elliptic = -0.13987736 e, P Wilson loop = -0.13987736 e
Wannier centre (real space) = 3.199387 bohr
chain cells = 160; in-gap levels = -0.0300, 0.0300 Ha
left Shockley weight on first site = 0.6400
mu = 0.00 Ha: Q_left = 0.13987736 e, Q_right = -0.13987736 e
  m1 = 40, m2 = 119: Z_s = 40, N_s = 40.00000000
  interior PxP eigenvalue mod a = 3.199387 bohr
mu = 0.04 Ha: Q_left = -0.86012264 e, Q_right = -0.13987736 e
  m1 = 40, m2 = 119: Z_s = 40, N_s = 41.00000000
  interior PxP eigenvalue mod a = 3.199387 bohr
sharp cut after A = -0.033701 e, after B = 0.313456 e
bulk n_A = 0.347157; dn_A(8) = -3.914e-06, dn_A(16) = -1.161e-10
q0 = 0.6348, 2q0 = 1.2696, measured rate = 1.2599 per cell
A end: G00 = -22.7324 1/Ha, Vc = -0.04399 Ha
  Q before = 0.139877 e, after = -0.860123 e
  ions 1/2 per site: Q_left + P = 0.000000 e
B end: G00 = 3.8862 1/Ha, Vc = 0.25732 Ha
  Q before = 0.139877 e, after = 1.139877 e
  ions 1/2 per site: Q_left + P = -0.500000 e
P with ions 1/2 per site = -0.389877 e
40 random surfaces: integers [-1, 0, 1], worst error 1.2e-14 e
A = 36.0 bohr^2: quantum = 0.027778 e/bohr^2 = 1.5893 C/m^2
  sigma = 0.003885 e/bohr^2 = 0.2223 C/m^2
  sigma = -0.023892 e/bohr^2 = -1.3670 C/m^2
2D stack: D0 = 0.01 Ha, ty = 0.01 Ha, P(k) from -0.29182 to -0.13988 e
  mean P = -0.212196 e per edge cell
  mu = -0.025 Ha: Q = 0.212196 e, Q + P = -0.000000 e
  mu = +0.005 Ha: Q = -0.204470 e, Q + P = -0.416667 e
  mu = +0.035 Ha: Q = -0.787804 e, Q + P = -1.000000 e
  edge-band filling at mu = 0.005 Ha: 0.4196
2x1 edge: V = +-0.02 Ha, mu = 0.01 Ha, nearest level 0.0125 Ha away
  Q per primitive cell = -0.287804 e, Q + P = -0.500000 e
Chern stack: mu = 0.01 Ha, winding of P = 1.000000 e
  N jumps by +1 between k = 4.9742 and 5.0789 rad
  predicted crossing k = 5.0522 rad
```
